# The 15B interval between the triplet terms of d²: verification in Python

```python
"""Result under test: for two equivalent d electrons
       E(3P) - E(3F) = 15 B,   B = F2/49 - 5 F4/441,
where Fk are the Slater integrals of the d shell (one configuration,
one radial function, no spin-orbit coupling).  With spin-orbit coupling
inside d2 the interval E(3P1) - E(3F3) must still equal 15 B.
Symbols: l, m, s = orbital, magnetic and spin labels (s = +1 or -1);
c^k = angular integrals; zeta = spin-orbit parameter; Z = effective charge.
Angular and radial integrals are done by Gauss-Legendre quadrature.
"""
from collections import defaultdict
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt, exp
import numpy as np
from scipy import constants as const
from scipy.special import lpmv, eval_genlaguerre
from pyscf import gto

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
HC_EV_NM = const.h * const.c / const.e * 1e9

# Model parameters (rough regime of a 4d2 tin ion in a source plasma)
Z_EFF = 24.0
ZETA = 0.6            # eV
WAVELENGTH = 13.5     # nm
BAND_FRACTION = 0.02  # full width of the useful band / wavelength
KT = 30.0             # eV

# ---------- angular integrals from their definition ----------
X, WX = np.polynomial.legendre.leggauss(16)


def theta(l, m):
    """Normalized polar part of a spherical harmonic on the nodes X."""
    if abs(m) > l:
        return np.zeros_like(X)
    n = abs(m)
    norm = sqrt((2*l + 1) / 2 * factorial(l - n) / factorial(l + n))
    value = norm * lpmv(n, l, X)
    return value if m >= 0 else (-1)**n * value


@lru_cache(maxsize=None)
def c_ang(k, l1, m1, l2, m2):
    integrand = theta(k, m1 - m2) * theta(l1, m1) * theta(l2, m2)
    return sqrt(2 / (2*k + 1)) * float(np.sum(WX * integrand))


# ---------- radial integrals from their definition ----------
_x, _w = np.polynomial.legendre.leggauss(140)
T, WT = (_x + 1) / 2, _w / 2


def slater(k, f, g, rmax):
    """Double integral of f(r1) g(r2) r<^k / r>^(k+1), using r< = t r>."""
    r = rmax * T
    grid = np.outer(r, T)
    weight = WT * T**k
    total = g(r) * (f(grid) @ weight) + f(r) * (g(grid) @ weight)
    return rmax * float(np.sum(WT * total))


def hydrogenic(l, r):
    """r times the n = 4 hydrogenic radial function at unit charge."""
    n = 4
    norm = sqrt((2/n)**3 * factorial(n-l-1) / (2*n*factorial(n+l)))
    x = 2 * r / n
    return norm * r * np.exp(-x/2) * x**l * eval_genlaguerre(n-l-1, 2*l+1, x)


RMAX = 150.0
for l in range(4):
    norm_l = RMAX * np.sum(WT * hydrogenic(l, RMAX * T)**2)
    assert abs(norm_l - 1) < 1e-10


@lru_cache(maxsize=None)
def radial(k, la, lb, lc, ld):
    """Radial repulsion integral in eV; it scales linearly with charge."""
    value = slater(k, lambda r: hydrogenic(la, r) * hydrogenic(lc, r),
                   lambda r: hydrogenic(lb, r) * hydrogenic(ld, r), RMAX)
    return value * Z_EFF * HARTREE_EV


@lru_cache(maxsize=None)
def coulomb(a, b, c, d):
    """<a b | 1/r12 | c d>, with a, c on electron 1 and b, d on 2."""
    if a[2] != c[2] or b[2] != d[2] or a[1] + b[1] != c[1] + d[1]:
        return 0.0
    total = 0.0
    for k in range(7):
        ang = (c_ang(k, a[0], a[1], c[0], c[1])
               * c_ang(k, d[0], d[1], b[0], b[1]))
        if abs(ang) > 1e-12:
            total += ang * radial(k, a[0], b[0], c[0], d[0])
    return total


# ---------- diagonal-sum coefficients ----------
def det_coefficients(m1, m2):
    """Direct and exchange coefficients of F2/49 and F4/441."""
    direct, exchange = [], []
    for k, scale in ((2, 49), (4, 441)):
        direct.append(scale * c_ang(k, 2, m1, 2, m1)
                      * c_ang(k, 2, m2, 2, m2))
        exchange.append(scale * c_ang(k, 2, m1, 2, m2)**2)
    return np.array(direct), np.array(exchange)


print("Angular integrals, m = 2, 1, 0:")
print("  7 c2(m,m):", [round(7*c_ang(2, 2, m, 2, m)) for m in (2, 1, 0)],
      "  21 c4(m,m):", [round(21*c_ang(4, 2, m, 2, m)) for m in (2, 1, 0)])
print("Coefficients of (F2/49, F4/441) for spin-up determinants:")
det_energy = {}
for pair in ((2, 1), (2, -1), (1, 0)):
    direct, exchange = det_coefficients(*pair)
    det_energy[pair] = direct - exchange
    print(f"  |{pair[0]},{pair[1]}|  J: {np.rint(direct).astype(int)}"
          f"  K: {np.rint(exchange).astype(int)}"
          f"  J-K: {np.rint(direct - exchange).astype(int)}")
coef_F = det_energy[(2, 1)]
coef_P = det_energy[(2, -1)] + det_energy[(1, 0)] - coef_F
print("  3F:", np.rint(coef_F).astype(int), " 3P:",
      np.rint(coef_P).astype(int), " 3P-3F:",
      np.rint(coef_P - coef_F).astype(int))
assert np.allclose(coef_F, [-8, -9], atol=1e-10)
assert np.allclose(coef_P, [7, -84], atol=1e-10)

# ---------- test without any multipole expansion ----------
print("Gaussian d shells, repulsion integrals without multipoles:")
shapes = {"one Gaussian": [(1.0, 1.0)],
          "two Gaussians": [(0.4, 0.6), (3.0, 0.6)],
          "with a node": [(0.4, 1.0), (3.0, -0.5)]}
orbital_pairs = list(combinations(range(5), 2))
for name, primitives in shapes.items():
    mol = gto.M(atom="H 0 0 0", spin=1, verbose=0,
                basis={"H": [[2] + [list(p) for p in primitives]]})
    overlap = mol.intor("int1e_ovlp")[0, 0]
    eri = mol.intor("int2e").reshape(5, 5, 5, 5) / overlap**2
    triplet = np.array([[eri[p, r, q, s] - eri[p, s, q, r]
                         for r, s in orbital_pairs]
                        for p, q in orbital_pairs])
    levels = np.linalg.eigvalsh(triplet)
    rmax = 9 / sqrt(min(a for a, _ in primitives))

    def density(r, prim=primitives):
        return (r**3 * sum(c * a**1.75 * np.exp(-a*r*r)
                           for a, c in prim))**2

    charge = rmax * np.sum(WT * density(rmax * T))
    f0, f2, f4 = [slater(k, density, density, rmax) / charge**2
                  for k in (0, 2, 4)]
    racah = f2/49 - 5*f4/441
    assert np.allclose(levels[:7], f0 - 8*f2/49 - 9*f4/441, atol=1e-8)
    assert np.allclose(levels[7:], f0 + 7*f2/49 - 84*f4/441, atol=1e-8)
    assert racah > 4*f4/441 > 0
    print(f"  {name}: F4/F2 = {f4/f2:.4f}, "
          f"(E3P-E3F)/B = {(levels[-1]-levels[0])/racah:.6f}")

# ---------- all 45 states of d2 ----------
F0, F2, F4 = [radial(k, 2, 2, 2, 2) for k in (0, 2, 4)]
B = F2/49 - 5*F4/441
C = 35*F4/441
interval = 15*B
E_F = F0 - 8*F2/49 - 9*F4/441
E_P = F0 + 7*F2/49 - 84*F4/441
assert B > 4*F4/441 > 0

ms = [2, 1, 0, -1, -2]
d_orbitals = [(2, m, s) for m in ms for s in (1, -1)]
pairs = list(combinations(range(10), 2))
H = np.array([[coulomb(d_orbitals[a], d_orbitals[b],
                       d_orbitals[c], d_orbitals[d])
               - coulomb(d_orbitals[a], d_orbitals[b],
                         d_orbitals[d], d_orbitals[c])
               for c, d in pairs] for a, b in pairs])
antisym = np.zeros((100, 45))
for col, (a, b) in enumerate(pairs):
    antisym[10*a + b, col] = 1 / sqrt(2)
    antisym[10*b + a, col] = -1 / sqrt(2)


def two_electron(op):
    one = np.eye(10)
    return antisym.T @ (np.kron(op, one) + np.kron(one, op)) @ antisym


def squared(plus, z):
    return z @ z + (plus @ plus.T + plus.T @ plus) / 2


lz = np.diag([float(m) for m in ms])
lp = np.zeros((5, 5))
for i in range(1, 5):
    lp[i-1, i] = sqrt(6 - ms[i]*(ms[i] + 1))
sz, sp = np.diag([0.5, -0.5]), np.array([[0.0, 1.0], [0.0, 0.0]])
Lz, Lp = [two_electron(np.kron(o, np.eye(2))) for o in (lz, lp)]
Sz, Sp = [two_electron(np.kron(np.eye(5), o)) for o in (sz, sp)]
Lsq, Ssq = squared(Lp, Lz), squared(Sp, Sz)
Jsq = squared(Lp + Sp, Lz + Sz)
spin_orbit = two_electron(np.kron(lz, sz)
                          + (np.kron(lp, sp.T) + np.kron(lp.T, sp)) / 2)

labels, vectors = np.linalg.eigh(Lsq + 100*Ssq)
projector = {}
for term, L, energy, size in (("3F", 3, E_F, 21), ("3P", 1, E_P, 9)):
    block = vectors[:, abs(labels - (L*(L+1) + 200)) < 1e-6]
    assert block.shape[1] == size
    assert np.max(abs(H @ block - energy*block)) < 1e-8
    projector[term] = block @ block.T
assert np.sum(labels > 150) == 30   # no other triplet term exists

print(f"Inputs: Z = {Z_EFF:.0f}, zeta = {ZETA:.2f} eV, "
      f"wavelength = {WAVELENGTH:.1f} nm, kT = {KT:.0f} eV")
print(f"F0 = {F0:.3f} eV, F2 = {F2:.3f} eV, F4 = {F4:.3f} eV")
print(f"F2/49 = {F2/49:.5f} eV, F4/441 = {F4/441:.5f} eV")
print(f"B = {B:.5f} eV, C = {C:.5f} eV, C/B = {C/B:.3f}")
print(f"E(3F) = {E_F:.4f} eV, E(3P) = {E_P:.4f} eV")
print(f"15B = {interval:.4f} eV = "
      f"{interval/HC_EV_NM*1e7:.0f} cm^-1")

# ---------- spin-orbit coupling ----------
energies, states = np.linalg.eigh(H + ZETA*spin_orbit)
by_J = defaultdict(list)
print("Levels with spin-orbit coupling, energy from the 3F term:")
i = 0
while i < 45:
    v = states[:, i]
    jj = v @ Jsq @ v
    J = round((sqrt(1 + 4*jj) - 1) / 2)
    assert abs(jj - J*(J+1)) < 1e-6
    assert np.ptp(energies[i:i + 2*J + 1]) < 1e-8
    wF, wP = [v @ projector[t] @ v for t in ("3F", "3P")]
    by_J[J].append(energies[i])
    print(f"  J = {J}: {energies[i]-E_F:8.4f} eV; weights 3F {wF:.3f}, "
          f"3P {wP:.3f}, singlets {abs(1-wF-wP):.3f}")
    i += 2*J + 1
assert len(by_J[1]) == 1 and len(by_J[3]) == 1
assert abs(by_J[3][0] - (E_F - ZETA/2)) < 1e-8
assert abs(by_J[1][0] - (E_P - ZETA/2)) < 1e-8
print(f"E(3P1)-E(3F3) = {by_J[1][0]-by_J[3][0]:.4f} eV; "
      f"common shift = {by_J[3][0]-E_F:.4f} eV")

# ---------- closed shells and mixing inside the n = 4 complex ----------
orbitals = [(l, m, s) for l in range(4) for m in range(l, -l-1, -1)
            for s in (1, -1)]
index = {orb: i for i, orb in enumerate(orbitals)}
pairs_by_total = defaultdict(list)
for a, b in combinations(range(32), 2):
    key = (orbitals[a][1] + orbitals[b][1], orbitals[a][2] + orbitals[b][2])
    pairs_by_total[key].append((a, b))
core = tuple(range(8))              # filled 4s and 4p


def with_core(m1, m2):
    return core + (index[(2, m1, 1)], index[(2, m2, 1)])


def apply_repulsion(state):
    """Act with the whole electron repulsion on a sum of determinants."""
    out = defaultdict(float)
    for det, coefficient in state.items():
        for i, j in combinations(range(10), 2):
            p, q = orbitals[det[i]], orbitals[det[j]]
            rest = det[:i] + det[i+1:j] + det[j+1:]
            for a, b in pairs_by_total[(p[1] + q[1], p[2] + q[2])]:
                if a in rest or b in rest:
                    continue
                oa, ob = orbitals[a], orbitals[b]
                value = coulomb(oa, ob, p, q) - coulomb(oa, ob, q, p)
                if abs(value) < 1e-12:
                    continue
                new = tuple(sorted(rest + (a, b)))
                sign = (-1)**(i + j + new.index(a) + new.index(b))
                out[new] += sign * coefficient * value
    return out


def configuration(det):
    return tuple(sum(orbitals[o][0] == l for o in det) for l in range(4))


photon = HC_EV_NM / WAVELENGTH
ground = (2, 6, 2, 0)
term_states = {"3F": {with_core(2, 1): 1.0},
               "3P": {with_core(1, 0): sqrt(3/5),
                      with_core(2, -1): -sqrt(2/5)}}
first_order, second_order, admixture = {}, {}, {}
for term, state in term_states.items():
    image = apply_repulsion(state)
    mean = sum(c * image[det] for det, c in state.items())
    first_order[term] = mean
    shifts, weight = defaultdict(float), 0.0
    for det, amplitude in image.items():
        conf = configuration(det)
        if conf == ground:
            # the term state must be an eigenstate inside 4d2
            assert abs(amplitude - mean*state.get(det, 0.0)) < 1e-7
            continue
        if abs(amplitude) < 1e-9:
            continue
        steps = sum(l*n for l, n in enumerate(conf)) - 10
        assert steps >= 2
        shifts[conf] -= amplitude**2 / (steps*photon)
        weight += (amplitude / (steps*photon))**2
    second_order[term], admixture[term] = shifts, weight
with_shells = first_order["3P"] - first_order["3F"]
assert abs(with_shells - interval) < 1e-7
print(f"Interval with filled 4s and 4p included: {with_shells:.4f} eV")

change = {conf: second_order["3P"][conf] - second_order["3F"][conf]
          for conf in set(second_order["3P"]) | set(second_order["3F"])}
mixing = sum(change.values())
print(f"Second-order mixing, gap {photon:.2f} eV per unit of l:")
for conf in sorted(change, key=lambda c: -abs(change[c]))[:4]:
    name = " ".join(f"4{'spdf'[l]}{n}" for l, n in enumerate(conf) if n)
    print(f"  {name}: change of E(3P)-E(3F) = {change[conf]:+.4f} eV")
print(f"  all configurations: {mixing:+.4f} eV = "
      f"{100*mixing/interval:+.1f} % of 15B")
print(f"  sum of squared first-order amplitudes: 3F {admixture['3F']:.4f}, "
      f"3P {admixture['3P']:.4f}")

# ---------- what the interval means for the emitted light ----------
other = HC_EV_NM / (photon - interval)
print(f"Line to 3F: {WAVELENGTH:.3f} nm ({photon:.3f} eV); "
      f"same upper level to 3P: {other:.3f} nm")
print(f"Line separation = {other-WAVELENGTH:.3f} nm; "
      f"full 2% band = {BAND_FRACTION*WAVELENGTH:.3f} nm")
boltzmann = exp(-interval/KT)
print(f"Boltzmann factor exp(-15B/kT) = {boltzmann:.4f}; "
      f"population 3P/3F = {9/21*boltzmann:.4f}")

print("finished without a failed check")
```

Printed output:

```
Angular integrals, m = 2, 1, 0:
  7 c2(m,m): [-2, 1, 2]   21 c4(m,m): [1, -4, 6]
Coefficients of (F2/49, F4/441) for spin-up determinants:
  |2,1|  J: [-2 -4]  K: [6 5]  J-K: [-8 -9]
  |2,-1|  J: [-2 -4]  K: [ 0 35]  J-K: [ -2 -39]
  |1,0|  J: [  2 -24]  K: [ 1 30]  J-K: [  1 -54]
  3F: [-8 -9]  3P: [  7 -84]  3P-3F: [ 15 -75]
Gaussian d shells, repulsion integrals without multipoles:
  one Gaussian: F4/F2 = 0.6923, (E3P-E3F)/B = 15.000000
  two Gaussians: F4/F2 = 0.6317, (E3P-E3F)/B = 15.000000
  with a node: F4/F2 = 0.6860, (E3P-E3F)/B = 15.000000
Inputs: Z = 24, zeta = 0.60 eV, wavelength = 13.5 nm, kT = 30 eV
F0 = 27.869 eV, F2 = 14.089 eV, F4 = 9.652 eV
F2/49 = 0.28753 eV, F4/441 = 0.02189 eV
B = 0.17809 eV, C = 0.76607 eV, C/B = 4.302
E(3F) = 25.3714 eV, E(3P) = 28.0428 eV
15B = 2.6714 eV = 21546 cm^-1
Levels with spin-orbit coupling, energy from the 3F term:
  J = 2:  -1.4344 eV; weights 3F 0.938, 3P 0.002, singlets 0.060
  J = 3:  -0.3000 eV; weights 3F 1.000, 3P -0.000, singlets 0.000
  J = 4:   0.7756 eV; weights 3F 0.959, 3P 0.000, singlets 0.041
  J = 0:   1.7833 eV; weights 3F 0.000, 3P 0.963, singlets 0.037
  J = 2:   1.9537 eV; weights 3F 0.048, 3P 0.402, singlets 0.550
  J = 1:   2.3714 eV; weights 3F 0.000, 3P 1.000, singlets 0.000
  J = 2:   3.6747 eV; weights 3F 0.014, 3P 0.596, singlets 0.390
  J = 4:   3.7936 eV; weights 3F 0.041, 3P -0.000, singlets 0.959
  J = 0:   9.5686 eV; weights 3F -0.000, 3P 0.037, singlets 0.963
E(3P1)-E(3F3) = 2.6714 eV; common shift = -0.3000 eV
Interval with filled 4s and 4p included: 2.6714 eV
Second-order mixing, gap 91.84 eV per unit of l:
  4s2 4p5 4d2 4f1: change of E(3P)-E(3F) = +0.1144 eV
  4s2 4p4 4d4: change of E(3P)-E(3F) = -0.1142 eV
  4s2 4p6 4f2: change of E(3P)-E(3F) = -0.0888 eV
  4s1 4p6 4d3: change of E(3P)-E(3F) = -0.0804 eV
  all configurations: -0.1689 eV = -6.3 % of 15B
  sum of squared first-order amplitudes: 3F 0.0144, 3P 0.0153
Line to 3F: 13.500 nm (91.840 eV); same upper level to 3P: 13.904 nm
Line separation = 0.404 nm; full 2% band = 0.270 nm
Boltzmann factor exp(-15B/kT) = 0.9148; population 3P/3F = 0.3921
finished without a failed check
```
